\section*{Can an SCF starting energy lie below full CI?}

\section*{Question}

I am running restricted Hartree--Fock on Be$_2$ in the STO-3G basis, at a deliberately short distance of 2.0~\AA. The starting guess is the superposition of atomic densities (SAD): I converge one Be atom, place its density matrix in the two diagonal blocks, and set the off-diagonal blocks to zero. The electron count is correct.

The energy evaluated from this guess is $-785.93$~eV. After one diagonalization of the Fock matrix the energy goes up by almost 6~eV, and it then settles at a value far above the starting one. I suspected a bad SCF solution, so I ran full CI in the same basis. It gives $-783.41$~eV, which is also above my starting energy.

I thought that any trial state gives an energy at or above the exact one. What kind of state is the SAD guess, and has my SCF gone wrong by moving uphill?

\section*{Answer}

Your SCF has done nothing wrong. The starting matrix belongs to no eight-electron state, so the variational principle says nothing about its energy. The diagonalization replaced it by the density matrix of a determinant, and from there on the energies are upper bounds, as long as the starting matrix is not mixed into later densities.

\subsection*{What a density matrix of a state must satisfy}

I use real orbitals, fixed nuclei, the nonrelativistic Hamiltonian and atomic units in the algebra. Let $\chi_\mu$ be the basis functions, $S$ their overlap matrix and $D$ the spin-summed density matrix. The associated operator is
\begin{equation}
\hat D=\sum_{\mu\nu}|\chi_\mu\rangle D_{\mu\nu}\langle\chi_\nu| .
\end{equation}
Its eigenvalues are the natural occupations. For $|v\rangle=\sum_\mu v_\mu|\chi_\mu\rangle$, the equation $\hat D|v\rangle=\lambda|v\rangle$ reads $DSv=\lambda v$. Multiplying by $S^{1/2}$ and setting $w=S^{1/2}v$ gives the symmetric problem
\begin{equation}
S^{1/2}DS^{1/2}\,w=\lambda w .
\end{equation}

In any $N$-electron state, the occupation of a normalized spatial orbital $v$ is $\langle a^\dagger_{v\alpha}a_{v\alpha}\rangle+\langle a^\dagger_{v\beta}a_{v\beta}\rangle$. Each number operator has eigenvalues 0 and 1, so the sum lies between 0 and 2. This holds for correlated states and for mixtures too.

A closed-shell determinant satisfies more. With occupied coefficients $C$ and $C^TSC=1$, we have $D=2CC^T$ and
\begin{equation}
DSD=4C(C^TSC)C^T=4CC^T=2D .
\label{eq:idem}
\end{equation}
Each occupation then obeys $\lambda^2=2\lambda$, so it is 0 or 2. Two conditions must therefore be kept apart: occupations in $[0,2]$, which every state obeys, and idempotency, Eq.~(\ref{eq:idem}), which a closed-shell determinant obeys.

\subsection*{Occupations of the superposition}

Write the SAD operator in terms of normalized atomic orbitals $\varphi_i$ with atomic occupations $n_i$:
\begin{equation}
\hat D=\sum_i n_i|\varphi_i\rangle\langle\varphi_i|=BB^\dagger,
\end{equation}
where the columns of $B$ are $\sqrt{n_i}\,\varphi_i$. If $B^\dagger Bx=\lambda x$ with $\lambda\neq0$, then $Bx\neq0$ and $BB^\dagger(Bx)=\lambda(Bx)$. The same argument works in the other direction, so the nonzero occupations are those of the small matrix
\begin{equation}
M_{ij}=(B^\dagger B)_{ij}=\sqrt{n_in_j}\,\langle\varphi_i|\varphi_j\rangle .
\end{equation}
Its trace is $\sum_in_i=N$ for neutral atoms forming a neutral molecule. That is why your electron count looks healthy.

Now let orbital 1 be doubly filled, $M_{11}=2$, and let it overlap an occupied orbital $j$ of another atom, so that $m=M_{1j}\neq0$. The unit vector with components $\cos\theta$ on 1 and $\sin\theta$ on $j$ gives
\begin{equation}
x^TMx=2\cos^2\theta+M_{jj}\sin^2\theta+2m\sin\theta\cos\theta
=2+2m\theta+O(\theta^2).
\end{equation}
A small $\theta$ with the sign of $m$ makes this larger than 2. The largest eigenvalue is at least as large as any such quotient, hence $\lambda_{\max}>2$. A single overlap of this kind is enough to exclude every state.

For two doubly filled orbitals $a$ and $b$ with overlap $s>0$, the eigenvalues are $2(1\pm s)$. The eigenvectors show what went wrong. Define the normalized combinations
\begin{equation}
g=\frac{a+b}{\sqrt{2(1+s)}},\qquad u=\frac{a-b}{\sqrt{2(1-s)}} .
\end{equation}
Since $|a+b\rangle\langle a+b|+|a-b\rangle\langle a-b|=2|a\rangle\langle a|+2|b\rangle\langle b|$, we get
\begin{equation}
2|a\rangle\langle a|+2|b\rangle\langle b|
=2(1+s)|g\rangle\langle g|+2(1-s)|u\rangle\langle u| .
\end{equation}
The determinant with both orbitals filled has occupations 2 and 2. The superposition puts $2s$ electrons too many into the bonding combination and takes them from the antibonding one.

In your dimer the 2s--2s overlap is 0.3975, so this two-orbital estimate gives $2(1.3975)=2.795$ and $2(0.6025)=1.205$. The full $4\times4$ matrix, which includes the 1s orbitals, gives 2.8112, 2.0110, 1.9890 and 1.1888. They add up to 8.

\subsection*{When the energy is still a bound}

The number evaluated from a density matrix is
\begin{equation}
E[D]=\mathrm{Tr}\,hD+\tfrac12\mathrm{Tr}\,DJ[D]-\tfrac14\mathrm{Tr}\,DK[D]+E_{\rm nuc},
\label{eq:E}
\end{equation}
with $J_{pq}=\sum_{rs}(pq|rs)D_{rs}$ and $K_{pq}=\sum_{rs}(pr|qs)D_{rs}$. For a closed-shell determinant it is the expectation value of the Hamiltonian. For another $D$ it is only the value of a functional, which need not be the expectation value of the Hamiltonian in any $N$-electron state with that density matrix.

It would be too strong to say that the loss of idempotency by itself destroys the bound. Suppose that all natural occupations $n_i$ lie in $[0,2]$ and add up to the integer $N$. Give each spin orbital the occupation $f=n_i/2$, which lies in $[0,1]$. Then Eq.~(\ref{eq:E}) becomes
\begin{equation}
E=\sum_pf_ph_{pp}+\tfrac12\sum_{pq}f_pf_qA_{pq}+E_{\rm nuc},
\qquad A_{pq}=\langle pq||pq\rangle .
\end{equation}
The exchange factor agrees: the two equal-spin contributions give $-\tfrac12\cdot2\cdot\tfrac{n_i}{2}\tfrac{n_j}{2}=-\tfrac14n_in_j$ times the exchange integral. Moreover $A_{pp}=0$, and
\begin{equation}
A_{pq}=\frac12\int\!\!\int\frac{|p(1)q(2)-q(1)p(2)|^2}{r_{12}}\,d1\,d2\ \ge0 .
\end{equation}

Move an amount $\varepsilon$ from $q$ to $p$. The terms quadratic in $\varepsilon$ are
\begin{equation}
\tfrac12\varepsilon^2\left(A_{pp}+A_{qq}-2A_{pq}\right)=-\varepsilon^2A_{pq}\le0 .
\end{equation}
So $E$ is a concave function of $\varepsilon$, and its minimum on the allowed interval lies at an end. Going to the lower end does not raise the energy and makes at least one of the two occupations 0 or 1. Repeat this for the remaining fractional pairs. A single fractional occupation cannot be left over, because the sum is an integer. The process ends at an $N$-electron determinant, whence
\begin{equation}
E[D]\ \ge\ E_{\rm det}\ \ge\ E_{\rm exact}\qquad(0\le n_i\le2).
\end{equation}
Here ``exact'' means full CI in the chosen basis. The final determinant may fill the two spins differently, so the argument does not show that $E[D]$ lies above the restricted Hartree--Fock energy.

With an occupation above two, some $f_p$ exceeds 1 and the starting point lies outside the allowed interval. A concave function can be lower outside an interval than at both of its ends, so the proof no longer applies. This permits an energy that is too low, but does not enforce one.

H$_2$ is the admissible case. Each atom contributes one electron, $n_a=n_b=1$, and the occupations are $1\pm s$, which stay below 2. In 6-31G at 0.74~\AA{} the overlap is 0.7510 and the occupations are 1.7510 and 0.2490. This is not a determinant, yet its energy of $-23.04$~eV lies above the full-CI value of $-31.34$~eV. Carrying out the pairwise moves leads to a determinant at $-29.66$~eV, between the two.

The two cases also differ at large separation. For closed-shell atoms $2(1\pm s)\to2$, so the superposition becomes idempotent as the overlap vanishes. For H$_2$ the occupations tend to 1 and 1, and the spin-summed matrix stays far from Eq.~(\ref{eq:idem}).

\subsection*{Where your missing energy went}

For two closed-shell atoms, insert $D=D_A+D_B$ into Eq.~(\ref{eq:E}). The terms with one atom's density and its own nucleus give $E_A+E_B$. The cross terms of the Coulomb energy are equal, $\mathrm{Tr}\,D_AJ[D_B]=\mathrm{Tr}\,D_BJ[D_A]$, and so are those of exchange. Hence
\begin{align}
E_{\rm SAD}&=E_A+E_B+E_{\rm elst}+E_{\rm x},\\
E_{\rm elst}&=\mathrm{Tr}\,v_BD_A+\mathrm{Tr}\,v_AD_B+\mathrm{Tr}\,D_AJ[D_B]+\frac{Z_AZ_B}{R},\\
E_{\rm x}&=-\tfrac14\cdot2\,\mathrm{Tr}\,D_AK[D_B]
=-2\sum_{i\in A}\sum_{j\in B}(ij|ij),
\end{align}
where $v_A$ and $v_B$ are the nuclear attractions. The last form uses $D_A=2\sum_i\varphi_i\varphi_i^T$ and the same for $B$. Each $(ij|ij)$ is the Coulomb self-repulsion of the charge distribution $\varphi_i\varphi_j$ and cannot be negative, so $E_{\rm x}\le0$.

The term $E_{\rm elst}$ is the classical interaction of two frozen spherical neutral atoms. Outside its charge cloud such an atom produces no potential, so this term comes from interpenetration. At 2.0~\AA{} the parts are
\begin{equation}
E_{\rm SAD}-2E_{\rm Be}=-1.186-3.679=-4.865\ \text{eV}.
\end{equation}
The electrostatic part was obtained by radial quadrature of the atomic density, without two-electron integrals, and the sum was tested against Eq.~(\ref{eq:E}).

The decomposition contains no repulsion from the Pauli principle. To see its size, keep the same atomic orbitals but build a proper determinant from them. Let the columns of $C$ be the four occupied atomic orbitals and $O=C^TSC$ their overlap matrix. Then
\begin{equation}
D_{\rm orth}=2CO^{-1}C^T,\qquad
D_{\rm orth}SD_{\rm orth}=4CO^{-1}OO^{-1}C^T=2D_{\rm orth},
\end{equation}
and the electron number is $\mathrm{Tr}\,D_{\rm orth}S=2\,\mathrm{Tr}\,O^{-1}O=8$. Its energy is $+2.636$~eV relative to the two atoms. The superposition has thus left out
\begin{equation}
2.636-(-4.865)=7.501\ \text{eV},
\end{equation}
the cost of making the occupied orbitals orthogonal. Full CI lies at $-2.336$~eV on the same scale, so your starting energy, measured from full CI, is
\begin{equation}
-4.865-(-2.336)=-2.529\ \text{eV}\quad(-0.0929\ \text{hartree}).
\end{equation}

\subsection*{What one diagonalization repairs}

The SCF step builds $F=h+J[D]-\tfrac12K[D]$ from the defective $D$ and solves
\begin{equation}
FC=SC\epsilon,\qquad C^TSC=1,\qquad D_1=2C_{\rm occ}C_{\rm occ}^T .
\end{equation}
By Eq.~(\ref{eq:idem}), $D_1SD_1=2D_1$ whatever $D$ was. In your case the largest element of $|DSD-2D|$ falls from 1.7 to rounding error. The new energy, $+1.032$~eV relative to the atoms, is the expectation value of a determinant and lies above full CI, as it must. Converged RHF is at $+0.824$~eV.

The repair comes from orthonormal eigenvectors and integer filling, not from the physics in $F$. A random symmetric matrix in place of $F$ also gives an idempotent density, but in one trial its energy was 314~eV above the two atoms. The Fock matrix matters for the quality of the determinant: here the first one is only 0.21~eV above RHF.

Integer filling is essential. If the new orbitals receive occupations $n_i$, idempotency requires $n_i^2=2n_i$ for each of them. Fractional occupations, as used for Fermi--Dirac smearing or for averaging over a degenerate shell, violate it. They remain in $[0,2]$, however, so the energy of Eq.~(\ref{eq:E}) is still a bound by the argument above. The free energy $E-TS$ that smearing schemes often report is a different quantity and is not covered by this argument. For your dimer the first Fock spectrum has a gap of 6.4~eV, and the choice of occupied orbitals is unambiguous.

\subsection*{Other distances and an ordinary molecule}

Energies in eV relative to two RHF atoms, with $R$ in \AA, are:
\begin{center}
\begin{tabular}{cccccc}
$R$ & $\lambda_{\max}$ & SAD & one step & RHF & full CI\\
2.0 & 2.811 & $-4.865$ & $1.032$ & $0.824$ & $-2.336$\\
2.5 & 2.505 & $-1.726$ & $0.198$ & $0.109$ & $-2.743$\\
3.0 & 2.288 & $-0.519$ & $0.028$ & $-0.001$ & $-2.776$\\
4.0 & 2.073 & $-0.030$ & $-0.010$ & $-0.012$ & $-2.821$
\end{tabular}
\end{center}
The full-CI column includes the correlation energy of the atoms themselves, so it is not a binding energy. The largest occupation exceeds two at all four distances, but in this basis the SAD energy is below full CI at 2.0~\AA{} alone among the four. At the other three it is below RHF and above full CI. An energy above full CI therefore does not certify the density matrix. These are minimal-basis numbers and are not converged. At 2.0~\AA{} in cc-pVDZ the 2s--2s overlap is 0.52, $\lambda_{\max}$ is 3.05 and the SAD energy is $-6.86$~eV (cc-pVTZ: 0.52, 3.05, $-6.87$~eV). In cc-pVDZ the SAD energy also lies below the all-electron CCSD(T) energy at 2.5~\AA, by 0.8~eV.

Water makes the same point more strongly. In STO-3G, with spherically averaged atoms, an OH length of 0.96~\AA{} and an angle of $104.5^\circ$, the largest occupation is 2.687. The filled oxygen shells overlap the hydrogen 1s orbitals, so a value above two is required by the argument given earlier. One occupation is 1.333: the oxygen 2p orbital perpendicular to the molecular plane has no overlap with hydrogen 1s and keeps its averaged share of $4/3$ electrons. The SAD energy is $-2032.065$~eV, well above full CI at $-2041.21$~eV. Here the first Fock step lowers the energy, to $-2038.80$~eV, and RHF ends at $-2039.86$~eV. The energy log looks perfectly normal although the starting matrix belongs to no state. In cc-pVDZ the pattern is the same but the sizes change: the largest occupation is 2.81, and the first step lowers the energy by 1.0~eV instead of 6.7~eV.

\subsection*{Consequences for reading an SCF log}

Do not compare the SAD energy with later ones as if it were variational. The rise in your run, $1.032-(-4.865)=5.897$~eV, is the change from a functional value without a state to the energy of a determinant. An algorithm that accepts a step only if the energy falls should take its first reference energy from $D_1$. Otherwise it can reject the very step that repairs the density, as it would in your run.

The same care applies to density mixing. If $D_1$ and $D_2$ are both idempotent with the right trace, then for $0\le x\le1$ and any normalized orbital $v$,
\begin{equation}
\langle v|(1-x)\hat D_1+x\hat D_2|v\rangle\le2(1-x)+2x=2 ,
\end{equation}
and the expression is not negative. The mixture is in general not a determinant, but its energy is still an upper bound. If one of the two is the SAD matrix, this inequality is no longer guaranteed, and part of the defect can survive the mixing. For your dimer, mixing the SAD matrix with 20\% of the first determinant gives $\lambda_{\max}=2.645$ and an energy of $-3.378$~eV, still below full CI; with 95\% the largest occupation is still 2.039. To check a matrix directly, compute the eigenvalues of $S^{1/2}DS^{1/2}$: a value above two or below zero rules out a state, and values other than 0 and 2 rule out a closed-shell determinant. The numerical output below lists the occupations and energies for all three molecules.

\section*{Computed values}
\begin{verbatim}
Be atom RHF/STO-3G energy: -390.535 eV
Be2 energies below are relative to two RHF atoms
R = 2.0 angstrom: largest occupation 2.8112
  SAD -4.865 eV, one Fock step 1.032 eV
  RHF 0.824 eV, full CI -2.336 eV
  occupations: 2.8112 2.0110 1.9890 1.1888
  sum of occupations: 8.000000
  2s-2s overlap of the atomic orbitals: 0.3975
  electrostatic part (quadrature): -1.186 eV
  interatomic exchange part: -3.679 eV
  orthogonalized determinant: 2.636 eV
  omitted orthogonalization: 7.501 eV
  SAD minus full CI: -2.529 eV
  same difference: -0.09293 hartree
  total SAD energy: -785.934 eV
  total full-CI energy: -783.406 eV
  max|DSD-2D|, SAD: 1.7160
  max|DSD-2D|, Fock: 6.2e-15
  gap in first Fock spectrum: 6.358 eV
  random-matrix determinant: 313.9 eV
R = 2.5 angstrom: largest occupation 2.5046
  SAD -1.726 eV, one Fock step 0.198 eV
  RHF 0.109 eV, full CI -2.743 eV
R = 3.0 angstrom: largest occupation 2.2881
  SAD -0.519 eV, one Fock step 0.028 eV
  RHF -0.001 eV, full CI -2.776 eV
R = 4.0 angstrom: largest occupation 2.0734
  SAD -0.030 eV, one Fock step -0.010 eV
  RHF -0.012 eV, full CI -2.821 eV
H2/6-31G, R = 0.74 angstrom: 1s overlap 0.7510
  occupations: 1.7510 0.2490
  SAD energy: -23.044 eV
  determinant reached by descent: -29.658 eV
  full CI: -31.339 eV
H2O/STO-3G, OH 0.96 angstrom, angle 104.5 degrees
  occupations: 2.687 2.000 1.626 1.422 1.333 0.475 0.457
  SAD energy: -2032.065 eV
  one Fock step: -2038.800 eV
  RHF: -2039.856 eV
  full CI: -2041.212 eV
\end{verbatim}
